Local field of aligned in-plane dipoles on a square lattice, part 1

(Sections cited here and not found follow in the second part.)

**First half: the field of the neighbours**

Q: Put identical dipoles on a square lattice and point them all the same way in the plane. The neighbours ahead and behind help a given dipole, and the ones beside it oppose it. Why should there be any definite net effect?

A: Because the helping and opposing fields differ in strength by a fixed ratio, which follows from Coulomb's law. Let me fix the setting. The lattice is infinite, lies in the plane z = 0 and has spacing a. Each site carries a point dipole p. The dipoles are static and stand in vacuum, and I want the field at one site due to all the others. Its own field is left out.

To get the field of one dipole, take a charge q at s/2 and a charge −q at −s/2, with p = q s. The potential at r is

φ = (q/4πε₀) [1/|r − s/2| − 1/|r + s/2|].

For small s,

1/|r ∓ s/2| = 1/r ∓ (s/2)·∇(1/r) + terms of second order in s ∓ terms of third order.

The even terms cancel in the difference, which leaves −s·∇(1/r). Let s shrink at fixed p. The third-order terms then vanish even after multiplication by q, and

φ = −(1/4πε₀) Σ_j p_j ∂_j(1/r).

The field is E_i = −∂_iφ, so the two minus signs cancel:

E_i = (1/4πε₀) Σ_j T_ij p_j, T_ij = ∂_i∂_j(1/r).

The derivatives are ∂_j(1/r) = −x_j/r³, and then

T_ij = ∂_i(−x_j/r³) = −δ_ij/r³ + 3x_i x_j/r⁵.

In Gaussian units the same equations hold without the factor 1/4πε₀.

Q: And the fixed ratio?

A: Put the dipole along x. At a distance r along x, T_xx = 3/r³ − 1/r³ = 2/r³. At the same distance along y, T_xx = −1/r³. Head to tail, the aid is twice as strong as the opposition side by side. Now add the three diagonal elements at any point away from the dipole:

T_xx + T_yy + T_zz = 3(x² + y² + z²)/r⁵ − 3/r³ = 0.

This is ∇²(1/r) = 0, which is Gauss's law in empty space. The trace of T vanishes. For a neighbour on the x axis the three elements are 2, −1 and −1 in units of 1/r³, so the ratio of two to one is the zero trace shared between one axis along the line and two equal axes across it.

Q: That holds for one neighbour. You want to add infinitely many. In a crystal, sums of dipole fields are notorious for depending on the shape of the sample. Why would they behave here?

A: Because there are fewer neighbours at large distance. A ring of radius ρ and width dρ contains about 2πρ dρ/a² sites, and no element of T exceeds 2/ρ³ in size. The ring therefore contributes at most about

(2πρ dρ/a²)(2/ρ³) = 4π dρ/(a²ρ²).

Its integral from R to infinity is 4π/(a²R), which goes to zero as R grows. The sum of the absolute values converges, so the order of summation doesn't matter. In three dimensions a shell holds about 4πρ² dρ/a³ sites, the bound falls only as dρ/ρ, and this argument fails. That is where the shape dependence of bulk samples enters.

Since the sum converges absolutely, I may add the zero trace of each neighbour term by term:

ΣT_xx + ΣT_yy + ΣT_zz = 0.

Q: One equation for three unknown sums. It fixes nothing by itself.

A: Correct, and two further facts are needed. The first concerns dipoles perpendicular to the plane. Every neighbour has z = 0, so T_zz = −1/r³ for each of them. With sites at (ma, na),

ΣT_zz = −S/a³, S = Σ′ (m² + n²)^(−3/2).

The prime leaves out m = n = 0. Every term of S is positive, so perpendicular dipoles oppose one another without exception.

The second fact is the symmetry of the square. Take a site at (x, y) and turn it by a quarter turn to (−y, x), which is again a lattice site at the same distance r. In the plane z = 0,

T_xx at (x, y) = (3x² − r²)/r⁵ = (2x² − y²)/r⁵,
T_xx at (−y, x) = (2y² − x²)/r⁵ = T_yy at (x, y).

Summing over all sites gives ΣT_xx = ΣT_yy. The same turn changes T_xy = 3xy/r⁵ into −3xy/r⁵, so ΣT_xy = 0. The elements T_xz and T_yz vanish because z = 0.

Q: Then the two equal in-plane sums must balance the perpendicular one.

A: Yes:

2ΣT_xx − S/a³ = 0, so ΣT_xx = S/(2a³).

The field of the neighbours on in-plane dipoles is

E_nb = C p/(4πε₀a³), C = S/2.

It is positive, hence aiding. It also has the same size for every in-plane direction of p, because the in-plane block of ΣT is C/a³ times the unit matrix. A dipole along the diagonal of the square feels the same aid as one along an edge.

Q: I distrust a result that comes out of a balance. Can you show me the aid building up from actual neighbours?

A: Group the sites into shells that a quarter turn maps onto themselves. A site and its turned partner together give

(2x² − y² + 2y² − x²)/r⁵ = (x² + y²)/r⁵ = 1/r³,

which is 1/(2r³) per site. A shell of N sites at distance r therefore adds N/(2r³), always with a positive sign. In units of 1/a³:

four sites at a: 2 + 2 − 1 − 1 = 2
four sites at √2 a: 0.7071
four sites at 2a: 0.2500
eight sites at √5 a: 0.3578

These four shells were also summed from explicit pairs of opposite charges, 0.001a apart, and gave the same values. Together they make 3.31. The rest comes from farther away, and it comes slowly, since the missing part falls only as the inverse of the distance reached.

Q: So what is the total? You need S, and a slowly converging sum is an unpleasant way to get it.

A: It can be turned into a fast one. Write N = m² + n² from here on. Start from the Gaussian integral over the whole line,

∫ exp(−bv²) dv = √π b^(−1/2).

Differentiate with respect to b and change the sign:

∫ v² exp(−bv²) dv = (√π/2) b^(−3/2).

The integrand is even, so the left side is twice the integral from 0 to ∞. With s = v², ds = 2v dv, that becomes ∫₀^∞ s^(1/2) exp(−bs) ds. Choose b = πN. The right side is then √π/(2π^(3/2)N^(3/2)) = 1/(2πN^(3/2)), and

N^(−3/2) = 2π ∫₀^∞ s^(1/2) exp(−πNs) ds.

Sum over the neighbours. All terms are positive, so sum and integral may be exchanged:

S = 2π ∫₀^∞ s^(1/2) [Θ(s) − 1] ds,
Θ(s) = Σ exp(−π(m² + n²)s) over all m, n.

The −1 removes the site at the origin. For large s the bracket is tiny. For small s, very many terms matter, and that region has to be rewritten.

Q: How do you rewrite a sum with very many terms as one with few?

A: By a Fourier series. Note that Θ(s) = θ(s)² with θ(s) = Σ_m exp(−πm²s). Consider

f(t) = Σ_m exp(−πs(t + m)²).

It is smooth and repeats when t grows by 1, so f(t) = Σ_k c_k exp(2πikt). The coefficient is the integral of f(t) exp(−2πikt) over one period. The shifted pieces of the sum join into one integral over the whole line, and the odd part drops out:

c_k = ∫ exp(−πst²) cos(2πkt) dt.

To evaluate it, treat k as continuous and differentiate:

dc/dk = −2π ∫ t exp(−πst²) sin(2πkt) dt.

Since t exp(−πst²) = −(1/2πs) d/dt exp(−πst²), this is

dc/dk = (1/s) ∫ [d/dt exp(−πst²)] sin(2πkt) dt = −(2πk/s) c,

where the last step is an integration by parts with vanishing ends. The solution is c_k = c₀ exp(−πk²/s), and c₀ = s^(−1/2) is the Gaussian integral again. At t = 0 the series reads

θ(s) = s^(−1/2) θ(1/s), and its square is Θ(s) = Θ(1/s)/s.

A small s has been exchanged for a large 1/s.

Q: Use it, then.

A: Split the integral for S at s = 1. The lower part is

∫₀¹ s^(1/2) [Θ(1/s)/s − 1] ds
= ∫₀¹ (s^(−1/2) − s^(1/2)) ds + ∫₀¹ s^(−1/2) [Θ(1/s) − 1] ds.

I added and subtracted s^(−1/2). The first integral is 2 − 2/3 = 4/3. In the second put s = 1/u, so that s^(−1/2) = u^(1/2) and ds becomes du/u² once the limits are ordered from 1 to ∞. It turns into ∫₁^∞ u^(−3/2) [Θ(u) − 1] du. Adding the upper part gives

S = 2π [4/3 + Σ′ ∫₁^∞ (u^(1/2) + u^(−3/2)) exp(−πNu) du].

The first term alone is 8π/3 = 8.38. The others shrink roughly as exp(−πN), so a few shells suffice. The result is

S = 9.0336, C = S/2 = 4.5168.

In Gaussian units the neighbours give an aiding field of about 4.52 p/a³.

Q: That is a long chain. Does the plain sum agree?

A: It does, if the far region is treated with care. Sum over a square block of sites with half-side h, and replace the sites outside by a continuum of density 1/a². In polar coordinates the outside integral of 1/r³ is

∫ dφ ∫ dρ/ρ², with ρ running from the edge outward, which is ∫ dφ/ρ_edge.

On one side of the square ρ_edge = h/cos φ, with φ from −π/4 to π/4. That side gives √2/h, and four sides give 4√2/h. In-plane dipoles receive half of this, by the same symmetry as before:

tail of ΣT_xx = 2√2/(a²h).

A block of 601 by 601 sites, made of charge pairs 0.001a long and completed with this tail, gives 4.5168 for in-plane dipoles and −9.0336 for perpendicular ones.

Q: You credit the zero trace. But you could have averaged 3cos²φ − 1 around a circle, found 1/2, and never mentioned a trace.

A: You could, and the 3 in that expression is where the trace hides. To see what each ingredient does, take them away one at a time.

First drop the fourfold symmetry. On a rectangular lattice with spacing a along x and 2a along y, the sums of T_xx, T_yy and T_zz are 4.8, −0.8 and −4.0 in units of 1/a³. They still add to zero, but the in-plane sums are no longer equal. Dipoles along the long side even oppose one another. Zero trace alone therefore doesn't promise an aiding field.

Next keep the square and drop the zero trace. Let the charges interact through a screened potential g(r) = exp(−κr)/r. For a neighbour in the plane the perpendicular element is g′/r, which is negative. The trace is now ∇²g = κ²g instead of zero. The symmetry still makes the in-plane sums equal, so

2ΣT_xx = |ΣT_zz| + κ²Σg,
ΣT_xx/|ΣT_zz| = 1/2 + κ²Σg/(2|ΣT_zz|).

With κ = 1/a the charge-pair sums give a ratio of 0.872. The value 1/2 belongs to the unscreened Coulomb law, and the zero trace is what supplies it.

**Second half: polarizable units, stacked layers and a low-k film**

From the first half: a is the spacing of the square lattice, p the dipole on each site, and T_ij = ∂_i∂_j(1/r) the traceless dipole tensor. The neighbours of an in-plane dipole produce the aiding field C p/(4πε₀a³) with C = 4.517. For perpendicular dipoles the coefficient is −S, with S = 2C = 9.034. Cutting the lattice to a square of half-side h removes 2√2 a/h from C at the centre, if all dipoles stay equal.

Q: So far somebody has handed you the dipoles. In a dielectric the field creates them. What changes?

A: The neighbours' field becomes a feedback. Let each unit respond linearly with polarizability volume α′:

p = 4πε₀α′E_loc.

The local field E_loc is the applied field E₀ plus that of the neighbours. For a field in the plane,

E_loc = E₀ + C p/(4πε₀a³) = E₀ + C(α′/a³)E_loc.

Collect E_loc on the left and divide:

E_loc/E₀ = 1/(1 − Cα′/a³).

For a perpendicular field C is replaced by −S, and the gain is 1/(1 + Sα′/a³). The same sheet strengthens an in-plane field at its own sites and weakens a perpendicular one. When α′ is much smaller than a³, both gains tend to 1.

Q: Put in numbers that mean something for an interlayer dielectric.

A: Take rough values in the regime of a dense methylsilsesquioxane film, which is an organosilicate low-k material. One unit occupies a cell of a = 0.45 nm and has α′ = 0.008 nm³. The field between two neighbouring metal lines lies in the plane of the film, so the in-plane case applies. I take E₀ = 1 MV/cm. Then

α′/a³ = 0.008/0.0911 = 0.0878,
Cα′/a³ = 4.517 × 0.0878 = 0.397,
E_loc/E₀ = 1/(1 − 0.397) = 1.657.

The local field is 1.657 MV/cm, of which the neighbours supply 0.657 MV/cm. The induced dipole is 4πε₀α′E_loc = 0.0442 D. For a perpendicular field Sα′/a³ = 0.793, and the gain is 1/1.793 = 0.558.

Q: You assumed that all the dipoles are equal. A finite sheet has edges, where they can't be.

A: That can be tested by dropping the assumption. Solve the coupled linear equations for every dipole of a free-standing patch, both in-plane components included. The gain at the centre is 1.579 for 19 by 19 sites and 1.618 for 37 by 37. The missing tail falls as 1/h, so extrapolate linearly in 1/h, with half-sides of 9.5a and 18.5a:

(18.5 × 1.618 − 9.5 × 1.579)/(18.5 − 9.5) = 1.659.

The infinite-sheet formula gives 1.657. The two differ by about 0.1 % of the gain, which is better than the extrapolation promises, since it leaves out the terms that fall faster than 1/h.

Q: Your formula blows up when Cα′/a³ reaches 1. Does the sheet polarize itself there?

A: Something else happens first. The energy of a set of induced dipoles without applied field is, up to the common factor 1/4πε₀,

Σ p²/(2α′) − (1/2) Σ p·T·p,

where the second sum runs over all ordered pairs of different sites. The first term is the cost of creating the dipoles, and the second is their interaction. If a pattern of dipoles reproduces itself under T with coefficient λ/a³, its energy is proportional to 1/α′ − λ/a³. It becomes unstable when α′/a³ exceeds 1/λ. The uniform pattern has λ = C and a limit of 0.2214.

Now let whole rows along x stay aligned while the direction alternates from row to row. A row by itself contributes 4(1 + 1/8 + 1/27 + 1/64 + …), already more than 4.7. That exceeds C, so in the uniform pattern the other rows together oppose. With alternating rows the coefficient is 5.099, and the limit falls to 0.1961. The point-dipole model therefore fails before the uniform gain diverges.

In a square sheet the neighbours strengthen an in-plane field at the sites, by a factor of 1.657 in the example, but an alternating pattern of rows makes the point-dipole model fail before the uniform gain diverges. It remains to ask whether another pattern could upset the example, and how density, further layers, disorder and other features of a real film change the result.

Numerical values quoted here were computed with a short program.
